# Channel length at which velocity saturation halves the square-law current

## Problem

An n-channel silicon transistor at 300 K has gate overdrive \(V_o=0.5\) V (gate voltage minus threshold voltage), channel mobility \(\mu=300\) cm²/Vs and electron saturation velocity \(v_s=10^7\) cm/s. Its channel has width \(W\) and length \(L\), and its gate oxide has capacitance \(C\) per unit area.

The mobility fixes the velocity at low field and \(v_s\) fixes it at high field, but the curve between them must also be given. Take the two-piece law

\[
v(E)=\frac{\mu E}{1+E/E_s}\quad (E<E_s),\qquad v(E)=v_s\quad (E\ge E_s),
\]

where \(E\) is the magnitude of the field along the channel.

(a) Find the saturated current when the velocity does not saturate, \(v=\mu E\).

(b) Find \(E_s\), and then the current at the onset of saturation for the two-piece law.

(c) At what channel length is the current of (b) half that of (a), with \(V_o\), \(\mu\), \(C\) and \(W\) held fixed? Evaluate the currents per unit width for a 2 nm oxide.

(d) How does the length change if another velocity law joins the same \(\mu\) and \(v_s\)?

(e) Estimate the main effects that the model leaves out.

## Solution

### Assumptions

Let \(x\) run from the source (\(x=0\)) to the drain (\(x=L\)), and let \(V(x)\) be the channel potential measured from the source, so that \(V(0)=0\), \(V(L)=V_D\) and \(E=dV/dx\). In the gradual-channel approximation the gate alone sets the mobile charge. Its magnitude per unit area is \(C(V_o-V)\), because the channel potential reduces the voltage across the oxide. Diffusion, series resistance and the variation of the depletion charge along the channel are neglected until part (e). The current, counted positive, is then

\[
I=WC\,(V_o-V)\,v(E),
\]

and in the steady state it is the same at every \(x\).

### (a) The square law

With \(v=\mu\,dV/dx\), multiply the current equation by \(dx\) and integrate along the channel:

\[
I\int_0^L dx=WC\mu\int_0^{V_D}(V_o-V)\,dV
\quad\Rightarrow\quad
I=\frac{WC\mu}{L}\left(V_oV_D-\frac{V_D^2}{2}\right).
\]

The derivative with respect to \(V_D\) is proportional to \(V_o-V_D\), so the current is largest at \(V_D=V_o\), where the charge at the drain end vanishes. There

\[
I_{\rm sq}=\frac{WC\mu V_o^2}{2L}.
\]

At that end a finite current is carried by vanishing charge, which requires an unbounded velocity. The square law therefore conflicts with a finite \(v_s\) at the drain end for any length. What depends on length is how much this matters for the current.

### (b) The current with velocity saturation

**The field \(E_s\).** The two pieces must meet at \(E=E_s\). The first gives \(\mu E_s/(1+1)=\mu E_s/2\) there, and the second gives \(v_s\). Hence

\[
E_s=\frac{2v_s}{\mu}.
\]

**Below saturation.** Insert the first piece into the current equation and multiply by \(1+E/E_s\), with \(E=dV/dx\):

\[
I\left(1+\frac{1}{E_s}\frac{dV}{dx}\right)=WC\mu\,(V_o-V)\frac{dV}{dx}.
\]

Integration from source to drain gives \(I(L+V_D/E_s)\) on the left, so

\[
I=\frac{WC\mu}{L}\,\frac{V_oV_D-V_D^2/2}{1+V_D/(E_sL)}.
\]

**Onset of saturation.** Since \(I\) is constant and the charge falls toward the drain, the velocity rises toward the drain, and so does the field. The field thus reaches \(E_s\) first at the drain end. When it does, the current there is

\[
I=WCv_s(V_o-V_D).
\]

Equate the two expressions, using \(\mu=2v_s/E_s\) in the first, and cancel \(WCv_s\):

\[
\frac{2V_oV_D-V_D^2}{E_sL+V_D}=V_o-V_D .
\]

Multiplying out,

\[
2V_oV_D-V_D^2=V_oE_sL+V_oV_D-V_DE_sL-V_D^2 .
\]

The terms \(-V_D^2\) cancel. Collecting those with \(V_D\) on the left gives \(V_D(V_o+E_sL)=V_oE_sL\), so the onset voltage is

\[
V_{D{\rm sat}}=\frac{V_oE_sL}{V_o+E_sL}.
\]

Then \(V_o-V_{D{\rm sat}}=V_o^2/(V_o+E_sL)\), and

\[
I_{\rm sat}=WCv_s\,\frac{V_o^2}{V_o+E_sL}.
\]

**Above the onset.** No gradual-channel solution spans the full length when \(V_D>V_{D{\rm sat}}\). The velocity cannot exceed \(v_s\), so the current would have to satisfy \(I\le WCv_s(V_o-V_D)\), which is less than \(I_{\rm sat}\). A smaller current means a smaller velocity, and hence a smaller field, at each value of \(V\). The length \(\int dV/E\) needed to reach \(V_{D{\rm sat}}\) would already exceed \(L\), and still more would be needed to reach \(V_D\). The extra drain voltage instead falls across a short region near the drain where the gradual approximation fails. Part (e) estimates its effect.

### (c) The half-current length

Divide the two currents:

\[
\frac{I_{\rm sat}}{I_{\rm sq}}
=\frac{v_sV_o^2}{V_o+E_sL}\,\frac{2L}{\mu V_o^2}
=\frac{(2v_s/\mu)L}{V_o+E_sL}
=\frac{1}{1+V_o/(E_sL)} .
\]

This equals one half when \(E_sL=V_o\), so

\[
\boxed{L_{1/2}=\frac{V_o}{E_s}=\frac{\mu V_o}{2v_s}}
\]

For the given numbers,

\[
E_s=\frac{2\times10^7}{300}\ {\rm V/cm}=66.7\ {\rm kV/cm},
\]

\[
L_{1/2}=\frac{300\times0.5}{2\times10^7}\ {\rm cm}=7.5\times10^{-6}\ {\rm cm}=75\ {\rm nm}.
\]

As a test, the velocity law was inverted numerically, \(dV/E\) was integrated along the channel, and the length with half the square-law current was found by root search. The result was 75.000 nm, in agreement with the formula.

**Currents.** A 2 nm oxide of relative permittivity 3.9 has \(C=1.727\) µF/cm², if the channel is taken as a thin sheet at the oxide surface. At 75 nm,

\[
\frac{I_{\rm sq}}{W}=\frac{(1.727\times10^{-6})(300)(0.5)^2}{2(7.5\times10^{-6})}\ {\rm A/cm}
=8.63\ {\rm A/cm}=0.863\ {\rm mA/µm}.
\]

The onset voltage is \(V_{D{\rm sat}}=V_o/2=0.25\) V, so

\[
\frac{I_{\rm sat}}{W}=(1.727\times10^{-6})(10^7)(0.25)\ {\rm A/cm}
=4.32\ {\rm A/cm}=0.432\ {\rm mA/µm}.
\]

**Physical reading.** Both currents start from the same source charge \(CV_o\), so their ratio is the ratio of the electron velocities at the source. In the square law that velocity is \(I_{\rm sq}/(WCV_o)=\mu V_o/(2L)\), which equals \(v_s\) at \(L=L_{1/2}\). With velocity saturation it is \(I_{\rm sat}/(WCV_o)=v_s/2=5\times10^6\) cm/s. The electrons reach \(v_s\) at the drain end, not at the source.

**Long and short channels.** For \(E_sL\gg V_o\), expansion of the ratio gives \(1-V_o/(E_sL)\), and the square law returns slowly: at 750 nm the ratio is still 0.91. For \(E_sL\ll V_o\) the current tends to \(WCv_sV_o\), which is linear in overdrive and independent of length. Using this limiting current at the half-current point would give

\[
WCv_sV_o=\frac12\,\frac{WC\mu V_o^2}{2L}
\quad\Rightarrow\quad L=\frac{\mu V_o}{4v_s}=37.5\ {\rm nm}.
\]

That is too short by a factor of two, because it gives the electrons at the source the velocity \(v_s\). At 37.5 nm the two-piece model gives a ratio of 1/3, not 1/2.

### (d) Other velocity laws

For any law that rises to \(v_s\), the largest gradual-channel current is the one for which the drain-end velocity is \(v_s\). Let \(q=V_o-V\) and \(i=I/(WCv_s)\). The current equation becomes \(v/v_s=i/q\), and \(q\) falls from \(V_o\) at the source to \(i\) at the drain. The channel length is

\[
L=\int_0^{V_{D{\rm sat}}}\frac{dV}{E}=\int_i^{V_o}\frac{dq}{E}.
\]

Half the square-law current means

\[
i=\frac{1}{WCv_s}\,\frac{WC\mu V_o^2}{4L}=sV_o,\qquad s=\frac{\mu V_o}{4v_sL}.
\]

Set \(q=V_oy\), and define \(F=v_s/(\mu E)\), so that \(1/E=\mu F/v_s\). Then \(L=(\mu V_o/v_s)\int_s^1F\,dy\). The definition of \(s\) also gives \(L=\mu V_o/(4sv_s)\). Equating the two,

\[
s\int_s^1F\,dy=\frac14,\qquad \frac{v}{v_s}=\frac{s}{y}.
\]

Each law supplies its own \(F\).

*Two-piece law.* Here \(1/E=\mu/v-1/E_s=\mu/v-\mu/(2v_s)\), so \(F=y/s-1/2\). The condition becomes

\[
\frac{1-s^2}{2}-\frac{s(1-s)}{2}=\frac{1-s}{2}=\frac14 .
\]

Thus \(s=1/2\) and \(L=\mu V_o/(2v_s)\), as in part (c).

*Smooth law with exponent 1,* \(v=\mu E/(1+\mu E/v_s)\). Now \(F=v_s/v-1=y/s-1\), and the condition is \((1-s)^2/2=1/4\). The root below one is \(s=1-1/\sqrt2\), so

\[
L=\frac{\mu V_o}{4v_s(1-1/\sqrt2)}=\frac{2+\sqrt2}{4}\,\frac{\mu V_o}{v_s}=128\ {\rm nm}.
\]

*Smooth law with exponent 2,* \(v=\mu E/\sqrt{1+(\mu E/v_s)^2}\). Inverting the square gives \((v_s/v)^2=F^2+1\), so \(sF=\sqrt{y^2-s^2}\). An antiderivative is \(\tfrac12[y\sqrt{y^2-s^2}-s^2\,\mathrm{arcosh}(y/s)]\), which vanishes at \(y=s\). The condition is therefore

\[
\sqrt{1-s^2}-s^2\,\mathrm{arcosh}(1/s)=\frac12 .
\]

Its root is \(s=0.528\), which gives \(L=71\) nm.

*Abrupt law,* \(v=\min(\mu E,v_s)\). Here \(F=y/s\), the condition is \((1-s^2)/2=1/4\), and \(s=1/\sqrt2\). Hence \(L=\mu V_o/(2\sqrt2\,v_s)=53\) nm.

The order of these lengths follows from the curves. A law that gives a lower velocity at every field gives less current at a given length, so its half-current point lies at a longer channel. The exponent-1 law lies below the two-piece law, and the abrupt law lies on or above it. The exponent-2 law crosses the two-piece law: the ratio of two-piece to exponent-2 velocity ranges from 0.89 to 1.12. The deviations partly cancel in the integral, and the two lengths differ by only 4 nm.

### (e) What the model leaves out

**Setting.** The given mobility and saturation velocity are reasonable rough values for electrons in a silicon inversion layer at room temperature. With a 2 nm oxide, they describe a planar transistor of roughly the 100 nm class. The estimates below also use a junction depth of 30 nm and a source resistance of 100 Ω·µm, both rough. Real devices break the gradual-channel assumption near the drain most strongly, and the first estimate shows how far this moves the result.

**Drain region.** Beyond the point where \(E=E_s\), the velocity is constant, so the mobile charge stays at \(C(V_o-V_{D{\rm sat}})\). Apply Gauss's law to a slice of silicon of depth \(x_j\), with a uniform field along the channel and no flux through its lower face. The gate balances less of the charge as \(V\) rises, and the rest must be balanced by a change in the field along the channel:

\[
\epsilon_{\rm Si}x_j\frac{d^2V}{dx^2}=C(V-V_{D{\rm sat}})
\quad\Rightarrow\quad
\frac{d^2V}{dx^2}=\frac{V-V_{D{\rm sat}}}{\ell^2},\qquad
\ell^2=\frac{\epsilon_{\rm Si}}{\epsilon_{\rm ox}}t_{\rm ox}x_j .
\]

With relative permittivities 11.7 and 3.9, \(\ell=\sqrt{3\times2\times30}\) nm \(=13.4\) nm. The solution that starts with slope \(E_s\) is \(V-V_{D{\rm sat}}=\ell E_s\sinh(x'/\ell)\), where \(x'\) is measured from the start of the region. Its length is

\[
\Delta L=\ell\,\mathrm{arsinh}\frac{V_D-V_{D{\rm sat}}}{\ell E_s}.
\]

The formulas of part (b) now apply to the remaining length \(L-\Delta L\), which also fixes \(V_{D{\rm sat}}\). Solving these relations together for \(L=75\) nm gives \(\Delta L=26\) nm at \(V_D=0.5\) V and 39 nm at 1.0 V. The current is higher than at onset by 21 % and 36 %. At 0.5 V the ratio to the unchanged square law is thus about 0.60 instead of 0.50. To restore one half, set

\[
\frac{E_sL}{V_o+E_s(L-\Delta L)}=\frac12
\quad\Rightarrow\quad L=\frac{V_o}{E_s}-\Delta L ,
\]

with \(\Delta L\) evaluated at the new length. At \(V_D=0.5\) V the solution is \(L=45\) nm, of which only 15 nm remains gradual channel. At 1.0 V the condition has no solution. For \(L<75\) nm the onset voltage is below 0.25 V, so \(\Delta L\) exceeds \(\ell\,\mathrm{arsinh}[0.75\ {\rm V}/(\ell E_s)]=38\) nm, and the condition would make \(L\) shorter than \(\Delta L\) itself. At that voltage the ratio to the unchanged square law stays above one half for every length to which the estimate applies. This comparison shortens only one of the two devices. A device without velocity saturation also carries more current when the field along the channel is included. If the same Gauss balance is applied along the whole channel for both velocity laws, the half-current length lies between 60 and 75 nm at 0.5 V and between 75 and 100 nm at 1.0 V. Since \(\Delta L\) is a large part of the channel, this one-dimensional estimate shows the size of the effect but does not give a precise new length.

**Bulk charge.** The depletion charge grows toward the drain, which can be modelled by a mobile charge \(C(V_o-mV)\) with \(m>1\). Substituting \(U=mV\) restores the equation of part (b), with \(\mu\) replaced by \(\mu/m\) and \(E_s\) by \(mE_s\). The square-law current is also divided by \(m\), so the half-current length becomes \(V_o/(mE_s)\). For \(m=1.2\) it is 62.5 nm.

**Source resistance.** The voltage drop \(IR_s\) reduces the overdrive inside the device. Replacing \(V_o\) by \(V_o-IR_s\) in \(I_{\rm sat}\) and solving for \(I\) lowers the current by 11 % at 75 nm. The same resistance lowers the square-law current by 24 %, so with it in both devices the ratio at 75 nm is 0.59 and the half-current length falls to 46 nm.

**Barrier lowering.** Below threshold, the same \(\ell\) gives a drain-induced potential obeying \(u''=u/\ell^2\), with \(u=0\) at the source and \(u=V_D\) at the drain. At mid-channel \(u=V_D/[2\cosh(L/2\ell)]\), or 61 mV per volt of drain bias. The top of the barrier moves toward the source as the drain bias rises, so it falls by less than the mid-channel value of 30 mV at \(V_D=0.5\) V. It falls by 17 to 27 mV when the junction potential lies 0.1 to 0.8 V above the long-channel surface potential. If this shift carries over above threshold, the overdrive rises by a similar amount.

**Diffusion and degeneracy.** For nondegenerate electrons, diffusion changes the long-channel integrand from \(q\) to \(q+k_BT/e\). At fixed source charge \(CV_o\), this adds the fraction \(2(k_BT/e)/V_o=10\) % to the square-law current. If the threshold is instead found by extrapolating the tangent of source charge against gate voltage, the overdrive is \(q+k_BT/e\) at the source, and the square law in that overdrive already contains the term to within 0.3 %. The source density is \(CV_o/e=5.4\times10^{12}\) cm⁻². If all these electrons are in the lowest subband, the Fermi level lies 26 meV above its edge. At dopings of 3×10¹⁷ to 10¹⁸ cm⁻³ the higher subbands take about 15 to 30 % of the electrons, which lowers this to 11 to 18 meV. Either value is of order \(k_BT\), so the electrons are mildly degenerate and the diffusion estimate is rough.

**Nonlocal transport.** With a rough energy relaxation time of 0.2 ps, an electron moving at \(v_s\) travels 20 nm before its energy adjusts to the field. This is 27 % of the channel, so a velocity set by the local field is a crude description. The source velocity of \(5\times10^6\) cm/s is at least below the nondegenerate thermal injection speed, \(1.2\times10^7\) cm/s.

**Oxide and temperature.** With the capacitance of part (c), the channel charge produces an oxide field of 2.5 MV/cm. The depletion charge adds roughly 1 to 2 MV/cm at dopings of a few 10¹⁷ to 10¹⁸ cm⁻³, and the total stays below the rough breakdown field of 10 MV/cm. At a doping of 10¹⁸ cm⁻³ the electrons in fact lie on average about 1.4 nm below the oxide (1.7 nm at 3×10¹⁷ cm⁻³), which acts like a further \(1.4\times3.9/11.7\approx0.5\) nm of oxide. This lowers \(C\), and with it both currents of part (c), by about a fifth, but leaves their ratio unchanged. In the silicon, the drain-region estimate gives a peak field of 0.63 MV/cm at \(V_D=1.0\) V. This is above the roughly 0.3 MV/cm at which bulk silicon breaks down, but an electron gains only about 1 eV from the drain bias, less than the bandgap of 1.12 eV, so avalanche multiplication should be weak. A rough gate tunnelling current of 1 A/cm² would be about \(2\times10^{-6}\) of the drain current. Temperature matters more. If mobility varies as \(T^{-1.5}\) and \(v_s\) falls by 10 % between 300 and 400 K, the half-current length at fixed overdrive drops to 54 nm.

The value of 75 nm is therefore the answer for the stated velocity law in the gradual-channel approximation, at the onset of saturation. For a real transistor it is only a scale. The four velocity laws of part (d) place it between 53 and 128 nm, and softer laws place it further out: the smooth law \(v=\mu E/[1+(\mu E/v_s)^\beta]^{1/\beta}\) with \(\beta=0.8\) gives 186 nm. Above the onset, the length also depends on whether the square-law reference is shortened near the drain as well. The velocity law, drain voltage and temperature must be stated before a closer figure has meaning.

## Calculated quantities

```
INPUTS
overdrive 0.50 V; mobility 300 cm2/Vs
saturation velocity 1.0e+07 cm/s
rough oxide thickness 2.0 nm; junction 30 nm
relative permittivity: oxide 3.9, silicon 11.7
MAIN RESULT, two-piece law
saturation field Es = 66.67 kV/cm
half-current length, formula  = 75.000 nm
half-current length, integral = 75.000 nm
Es*L = 0.500 V; Vdsat = 0.250 V
source-end speed = 5.000e+06 cm/s
oxide capacitance = 1.727 uF/cm2
square-law current = 0.8633 mA/um
saturated current  = 0.4316 mA/um
current ratio at L = 37.5 nm: 0.3333
current ratio at L = 75.0 nm: 0.5000
current ratio at L = 150.0 nm: 0.6667
current ratio at L = 750.0 nm: 0.9091
OTHER VELOCITY LAWS, half-current length
smooth, exponent 1: 128.03 nm
smooth, exponent 2: 71.04 nm (s = 0.5279)
abrupt: 53.03 nm
all carriers at vs (wrong): 37.50 nm
speed, two-piece/exponent 2: min 0.894, max 1.118
NEGLECTED EFFECTS at the half-current length
bulk factor 1.2: half-current length 62.50 nm
drain-region decay length = 13.42 nm
drain 0.5 V: region 25.9 nm, current +21 %, peak field 0.23 MV/cm
drain 1.0 V: region 39.4 nm, current +36 %, peak field 0.63 MV/cm
barrier lowering = 61 mV per V of drain bias
source resistance 100 ohm um: current -11.3 %
thermal voltage at 300 K = 25.85 mV
diffusion adds 10.3 % to long-channel current
source sheet density = 5.39e+12 per cm2
Fermi level above subband = 26 meV
thermal injection speed = 1.23e+07 cm/s
energy relaxation time 0.2 ps (rough): length 20 nm, 0.27 of L
oxide field from channel charge = 2.50 MV/cm
gate leakage at 1 A/cm2 (rough): 1.7e-06 of drain current
400 K, mobility as T^-1.5, vs times 0.9: half-current length 54.1 nm
```
